# Yukawa energy series from hypervirial relations and the Hellmann-Feynman theorem: a program that tests the result

```python
"""Yukawa levels from hypervirial relations and the Hellmann-Feynman theorem.

Result under test (atomic units):
  H = -(1/2) d^2/dr^2 + L/(2 r^2) - (Z/r) exp(-lam r),  L = l(l+1)
  E = sum_m Z^(2-m) e_m(N, L) lam^m,  N = n^2,
where e_m (m >= 1) is a polynomial obtained without wave functions.
R[j,m] is the coefficient of lam^m in the expectation value <r^j>.
The checks use wave functions: exact rational perturbation theory in a
Sturmian basis, and diagonalization of the complete Yukawa Hamiltonian.
"""
from fractions import Fraction
from math import factorial

import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def hypervirial_series(n_squared, ang, order, rat=Fraction, tidy=lambda x: x):
    """Energy and moment coefficients for Z = 1, from E_0 and <1> = 1."""
    v = [rat(-(-1) ** k, factorial(k)) for k in range(order + 1)]
    energy = [-rat(1) / (2 * n_squared)]
    moment = {(0, 0): rat(1)}
    for m in range(order + 1):
        if m > 0:
            moment[0, m] = rat(0)
            total = sum(k * v[k] * moment[k - 1, m - k]
                        for k in range(1, m + 1))
            energy.append(tidy(total / m))
        total = sum((k + 1) * v[k] * moment[k - 1, m - k]
                    for k in range(1, m + 1))
        moment[-1, m] = tidy((2 * energy[m] - total) / v[0])
        for j in range(1, order - m):
            rhs = sum((2 * j + k + 1) * v[k] * moment[j + k - 1, m - k]
                      for k in range(m + 1))
            rhs += j * (ang - rat(j * j - 1, 4)) * moment[j - 2, m]
            rhs -= 2 * (j + 1) * sum(energy[p] * moment[j, m - p]
                                     for p in range(1, m + 1))
            moment[j, m] = tidy(rhs / (2 * (j + 1) * energy[0]))
    return energy, moment


def wavefunction_series(n, l, order):
    """Exact perturbation theory for Z = 1 with explicit wave functions.

    Functions r^(l+1) exp(-r/n) Laguerre_q^(2l+1)(2r/n) make r(H0-E0)
    diagonal, with entries (q-q0)/n, and multiplication by r tridiagonal.
    """
    q0 = n - l - 1
    size = q0 + order + 2

    def times_r(vector):
        out = [Fraction(0)] * size
        for q, c in enumerate(vector):
            if c != 0:
                scaled = c * Fraction(n, 2)
                out[q] += scaled * (2 * q + 2 * l + 2)
                out[q + 1] -= scaled * (q + 1)
                if q > 0:
                    out[q - 1] -= scaled * (q + 2 * l + 1)
        return out

    start = [Fraction(0)] * size
    start[q0] = Fraction(1)
    waves = [start]
    energy = [Fraction(-1, 2 * n * n)]
    r_start = times_r(start)
    for m in range(1, order + 1):
        source = [Fraction(0)] * size
        for p in range(1, m + 1):
            power = waves[m - p]
            for _ in range(p):
                power = times_r(power)
            strength = Fraction(-(-1) ** p, factorial(p))
            source = [s - strength * c for s, c in zip(source, power)]
            if p < m:
                shifted = times_r(waves[m - p])
                source = [s + energy[p] * c for s, c in zip(source, shifted)]
        energy.append(-source[q0] / r_start[q0])
        source = [s + energy[m] * c for s, c in zip(source, r_start)]
        assert source[q0] == 0
        waves.append([Fraction(0) if q == q0 else s * n / (q - q0)
                      for q, s in enumerate(source)])
    return energy


def diagonalize(charge, lam, n, l, functions=40, points=80):
    """Full Yukawa level and a function giving expectation values."""
    beta = charge / n
    x, weight = roots_genlaguerre(points, 2 * l + 1)
    r = x / (2 * beta)
    basis = np.array([
        eval_genlaguerre(q, 2 * l + 1, x)
        * np.exp(0.5 * (gammaln(q + 1) - gammaln(q + 2 * l + 2)))
        for q in range(functions)])
    overlap = (basis * weight * r) @ basis.T
    potential = (basis * weight * (-charge * np.exp(-lam * r))) @ basis.T
    hamiltonian = (np.diag(beta * (np.arange(functions) + l + 1))
                   - 0.5 * beta**2 * overlap + potential)
    values, vectors = eigh(hamiltonian, overlap)
    index = n - l - 1
    density = weight * r * (vectors[:, index] @ basis) ** 2

    def mean(function):
        return float(np.sum(density * function(r)))

    return float(values[index]), mean


def series_sum(coefficients, lam):
    return sum(float(c) * lam**m for m, c in enumerate(coefficients))


# Symbolic coefficients and their polynomial form.
N, L = sp.symbols("N L")
SYMBOLIC_ORDER = 8
e_sym, r_sym = hypervirial_series(N, L, SYMBOLIC_ORDER, sp.Rational, sp.expand)
for m in range(1, SYMBOLIC_ORDER + 1):
    assert e_sym[m].is_polynomial(N, L)
    assert sp.Poly(e_sym[m], N, L).total_degree() <= m - 1
    if m >= 3:
        assert sp.expand(e_sym[m].subs(N, 0)) == 0

# Exact comparison with perturbation theory that uses wave functions.
states_checked = 0
for n in range(1, 6):
    for l in range(n):
        reference = wavefunction_series(n, l, SYMBOLIC_ORDER)
        for m in range(SYMBOLIC_ORDER + 1):
            value = e_sym[m].subs({N: n * n, L: l * (l + 1)})
            assert value == sp.Rational(reference[m].numerator,
                                        reference[m].denominator)
        states_checked += 1

# Hypervirial and Hellmann-Feynman identities at finite screening.
Z_test, lam_test = 2.0, 0.1
worst_hypervirial = 0.0
worst_feynman = 0.0
for n, l in [(2, 0), (3, 1)]:
    energy, mean = diagonalize(Z_test, lam_test, n, l)
    ang = l * (l + 1)
    for j in range(5):
        left = 2 * (j + 1) * energy * mean(lambda r: r**j)
        right = 2 * (j + 1) * mean(
            lambda r: -Z_test * r**(j - 1.0) * np.exp(-lam_test * r))
        right += mean(lambda r: Z_test * np.exp(-lam_test * r)
                      * (r**(j - 1.0) + lam_test * r**j))
        if j > 0:
            right += j * (ang - (j * j - 1) / 4) * mean(lambda r: r**(j - 2.0))
        worst_hypervirial = max(worst_hypervirial, abs(right / left - 1))
    step = 1e-4
    slope = (diagonalize(Z_test, lam_test + step, n, l)[0]
             - diagonalize(Z_test, lam_test - step, n, l)[0]) / (2 * step)
    force = Z_test * mean(lambda r: np.exp(-lam_test * r))
    worst_feynman = max(worst_feynman, abs(slope / force - 1))
assert worst_hypervirial < 1e-8
assert worst_feynman < 1e-6  # finite-difference error

# Charge scaling, with the full problem solved at Z = 2.
e_2p, r_2p = hypervirial_series(4, 2, 12)
scaled = Z_test**2 * series_sum(e_2p, 0.05 / Z_test)
assert abs(scaled - diagonalize(Z_test, 0.05, 2, 1)[0]) < 1e-9

# Second-order change of <r>, extrapolated from two small screenings.
def radius_curvature(lam):
    mean = diagonalize(1.0, lam, 2, 1)[1]
    return (mean(lambda r: r) - float(r_2p[1, 0])) / lam**2


curvature = 2 * radius_curvature(0.001) - radius_curvature(0.002)
assert abs(curvature / float(r_2p[1, 2]) - 1) < 5e-3

# The error after the cubic term must vanish as the fourth power.
e_2s, _ = hypervirial_series(4, 0, 50)
cubic_errors = [abs(diagonalize(1.0, lam, 2, 0)[0]
                    - series_sum(e_2s[:4], lam)) for lam in (0.01, 0.005)]
error_power = np.log2(cubic_errors[0] / cubic_errors[1])
assert abs(error_power - 4) < 0.15

print("Polynomials, Z=1, N=n^2, L=l(l+1), atomic units")
for m in range(1, 6):
    print(f"e_{m} =", sp.factor(e_sym[m]))
print("Moment coefficients R[j,m], Z=1, atomic units")
for key in [(-1, 0), (1, 0), (2, 0), (3, 0), (1, 1), (2, 1), (-1, 2), (1, 2)]:
    print(f"R[{key[0]},{key[1]}] =", sp.factor(r_sym[key]))
print("states matched exactly through order", SYMBOLIC_ORDER, ":",
      states_checked)
print(f"largest relative hypervirial mismatch: {worst_hypervirial:.0e}")
print(f"largest relative Hellmann-Feynman mismatch: {worst_feynman:.0e}")
print(f"2p R[1,2]: recursion {float(r_2p[1, 2]):.3f}, "
      f"from diagonalization {curvature:.3f} a.u.")
print(f"2s error power after cubic term: {error_power:.3f}")

# Worked example: weak screening.
length = 50.0
lam = BOHR / length
ORDER = 12
print(f"Z = 1, screening length = {length:.1f} angstrom, "
      f"lambda = {lam:.8f} a.u.")
print(f"Hartree = {HARTREE:.6f} eV, Bohr radius = {BOHR:.8f} angstrom")
print(f"state: unscreened, series to order {ORDER}, diagonalization (eV)")
levels = {}
for n in range(1, 4):
    for l in range(n):
        coefficients, moments = hypervirial_series(n * n, l * (l + 1), ORDER)
        series = series_sum(coefficients, lam)
        direct, mean = diagonalize(1.0, lam, n, l)
        assert abs(series - direct) < 1e-9
        name = str(n) + "spd"[l]
        levels[name] = series * HARTREE
        print(f"{name}: {float(coefficients[0]) * HARTREE:.6f}, "
              f"{series * HARTREE:.6f}, {direct * HARTREE:.6f}")
        if name == "3p":
            terms_3p = [float(c) * lam**m * HARTREE
                        for m, c in enumerate(coefficients)]
            radius_series = sum(float(moments[1, m]) * lam**m
                                for m in range(ORDER - 1))
            radius_direct = mean(lambda r: r)
            radius_bare = float(moments[1, 0])
            assert abs(radius_series / radius_direct - 1) < 1e-5
print("3p terms of the series (eV)")
for m in range(7):
    print(f"order {m}: {terms_3p[m]:.8f}")
print(f"3p mean radius: unscreened {radius_bare * BOHR:.5f}, "
      f"series {radius_series * BOHR:.5f}, "
      f"direct {radius_direct * BOHR:.5f} angstrom")
assert levels["3s"] < levels["3p"] < levels["3d"]
second_order_split = float((e_sym[2].subs({N: 9, L: 6})
                            - e_sym[2].subs({N: 9, L: 0}))) * lam**2 * HARTREE
print(f"3d-3s splitting: second order {second_order_split:.6f}, "
      f"full series {levels['3d'] - levels['3s']:.6f} eV")

# Strong screening: partial sums improve and then fail.
strong_length = 5.0
strong_lam = BOHR / strong_length
strong_direct = diagonalize(1.0, strong_lam, 2, 0)[0]
terms = np.array([float(c) * strong_lam**m for m, c in enumerate(e_2s)])
errors = np.abs(np.cumsum(terms) - strong_direct) * HARTREE
smallest = 1 + int(np.argmin(np.abs(terms[1:])))
assert 2 < smallest < 50
assert errors[smallest] < errors[2]
assert errors[50] > 1000 * errors[smallest]
print(f"2s at {strong_length:.1f} angstrom: lambda = {strong_lam:.7f} a.u., "
      f"direct energy {strong_direct * HARTREE:.6f} eV")
print(f"smallest term: order {smallest}, size "
      f"{abs(terms[smallest]) * HARTREE:.2e} eV")
for cut in sorted({2, 5, 10, 20, 30, 50, smallest}):
    print(f"absolute error through order {cut}: {errors[cut]:.2e} eV")

# Growth of successive ground-state coefficients.
e_1s, _ = hypervirial_series(1, 0, 50)
ratios = [abs(float(e_1s[m + 1] / e_1s[m])) for m in (10, 20, 40)]
assert ratios[0] < ratios[1] < ratios[2]
print("1s |e_(m+1)/e_m| at m=10,20,40:",
      ", ".join(f"{ratio:.3f}" for ratio in ratios))
print("all assertions hold")
```

Running it gives:

```
Polynomials, Z=1, N=n^2, L=l(l+1), atomic units
e_1 = 1
e_2 = (L - 3*N)/4
e_3 = -N*(3*L - 5*N - 1)/12
e_4 = N*(15*L**2 + 30*L*N + 6*L - 77*N**2 - 55*N)/192
e_5 = -N**2*(45*L**2 + 70*L*N + 50*L - 171*N**2 - 245*N - 4)/320
Moment coefficients R[j,m], Z=1, atomic units
R[-1,0] = 1/N
R[1,0] = -(L - 3*N)/2
R[2,0] = -N*(3*L - 5*N - 1)/2
R[3,0] = N*(3*L**2 - 30*L*N - 6*L + 35*N**2 + 25*N)/8
R[1,1] = 0
R[2,1] = 0
R[-1,2] = (L - 3*N)/4
R[1,2] = -N*(3*L**2 - 7*N**2 - 5*N)/8
states matched exactly through order 8 : 15
largest relative hypervirial mismatch: 2e-13
largest relative Hellmann-Feynman mismatch: 4e-08
2p R[1,2]: recursion 60.000, from diagonalization 59.994 a.u.
2s error power after cubic term: 3.958
Z = 1, screening length = 50.0 angstrom, lambda = 0.01058354 a.u.
Hartree = 27.211386 eV, Bohr radius = 0.52917721 angstrom
state: unscreened, series to order 12, diagonalization (eV)
1s: -13.605693, -13.319970, -13.319970
2s: -3.401423, -3.122358, -3.122358
2p: -3.401423, -3.120897, -3.120897
3s: -1.511744, -1.243307, -1.243307
3p: -1.511744, -1.241919, -1.241919
3d: -1.511744, -1.239140, -1.239140
3p terms of the series (eV)
order 0: -1.51174368
order 1: 0.28799291
order 2: -0.01904991
order 3: 0.00096775
order 4: -0.00009794
order 5: 0.00001328
order 6: -0.00000215
3p mean radius: unscreened 6.61472, series 6.65147, direct 6.65147 angstrom
3d-3s splitting: second order 0.004572, full series 0.004167 eV
2s at 5.0 angstrom: lambda = 0.1058354 a.u., direct energy -1.274620 eV
smallest term: order 8, size 4.48e-02 eV
absolute error through order 2: 1.61e-01 eV
absolute error through order 5: 2.85e-02 eV
absolute error through order 8: 2.25e-02 eV
absolute error through order 10: 2.67e-02 eV
absolute error through order 20: 4.29e-01 eV
absolute error through order 30: 5.11e+01 eV
absolute error through order 50: 6.14e+07 eV
1s |e_(m+1)/e_m| at m=10,20,40: 3.458, 4.837, 7.263
all assertions hold
```
